\section*{EUV Resist Absorption Follows Atoms and Density, Not DUV Chromophores}

\section{What dimensions already fix}

An absorption coefficient $\alpha$ is an inverse length. A film supplies number densities $n_A$ of its elements, each an inverse volume, and an atom can supply a cross section $\sigma_A$, an area. If the absorbers act independently, each element adds a contribution proportional to its own density, so $\alpha$ is linear in the densities. The form with the right dimension is
\begin{equation}
\alpha(\omega)=\sum_A n_A\,\sigma_A(\omega).
\label{eq:form}
\end{equation}
Dimensions do not say whether $\sigma_A$ belongs to the element or to the chemical group in which the atom sits. That is the physical question.

One answer is carried over from deep-ultraviolet (DUV) lithography: a resist absorbs because it contains organic chromophores, such as aromatic rings, so extreme-ultraviolet (EUV) absorption should also be tuned by choosing chromophores. At 193 nm the first half of this is sound. The photon energy is 6.42 eV, while removing an electron from benzene, a simple aromatic ring, takes about 9 eV. The photon cannot free the electron, so the electron must end in a bound state. Whether a suitable empty orbital exists at that energy depends on the molecule. Two molecules with the same atoms can then differ greatly in absorption.

At 13.5 nm the photon energy is 91.84 eV. In the approximation used below, the valence levels of CO$_2$ run from $-27.59$ to $-7.93$ eV. Such levels can differ from true ionization energies by several eV, but the photon energy is so large that the electrons are free in either case. In this model they carry
\begin{equation}
91.84-27.59=64.25\ \text{eV}\quad\text{to}\quad 91.84-7.93=83.91\ \text{eV}.
\end{equation}
No empty $\pi^*$ orbital has to match the photon. The final state lies in a continuum that is available in every molecule. This removes the reason for expecting chromophore control, but it does not yet prove that atoms add.

\section{From missed atoms to the film}

Consider a column of area $S$ and thickness $d$ with $N_A=n_ASd$ atoms of element $A$ at independent random positions. A photon misses one atom with probability $1-\sigma_A/S$, and it is transmitted if it misses all of them:
\begin{equation}
T=\prod_A\left(1-\frac{\sigma_A}{S}\right)^{N_A}.
\end{equation}
Take the logarithm and use $\ln(1-x)=-x-x^2/2-\dots$:
\begin{align}
\ln T&=-\sum_A N_A\left(\frac{\sigma_A}{S}+\frac{\sigma_A^2}{2S^2}+\dots\right)\\
&=-d\sum_A n_A\sigma_A-\frac{d}{2S}\sum_A n_A\sigma_A^2-\dots
\end{align}
For a wide column the terms after the first vanish, and $T=e^{-\alpha d}$ with $\alpha$ from Eq.~\eqref{eq:form}. Reflection and local-field corrections are neglected, which requires the film's optical response to stay close to that of vacuum.

Let a formula unit contain $\nu_A$ atoms of molar mass $m_A$. At mass density $\rho$ there are $\rho N_{\mathrm A}/\sum_B\nu_Bm_B$ units per volume, where $N_{\mathrm A}$ is Avogadro's constant. Hence
\begin{equation}
\alpha=\rho N_{\mathrm A}\,
\frac{\sum_A\nu_A\sigma_A}{\sum_A\nu_Am_A}.
\label{eq:film}
\end{equation}
If the $\sigma_A$ are atomic, composition and density determine $\alpha$.

\section{The cross section of one molecule}

Hartree atomic units are used from here on, with $c$ the speed of light in those units. A field $F\cos\omega t$ along the unit vector $\mathbf e$ couples to an electron through $F\,\mathbf e\cdot\mathbf r\cos\omega t$. This dipole form assumes a wavelength much larger than the molecule. The part of the cosine that absorbs energy has amplitude $F/2$, so the golden rule gives the rate
\begin{equation}
w=2\pi\frac{F^2}{4}\sum_f|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2
\delta(\varepsilon_f-\varepsilon_i-\omega).
\end{equation}
The mean intensity is $I=cF^2/(8\pi)$. The cross section is absorbed power divided by intensity, $\sigma=\omega w/I$, and the factors combine as
\begin{equation}
\omega\,\frac{2\pi F^2}{4}\,\frac{8\pi}{cF^2}=\frac{4\pi^2\omega}{c}.
\end{equation}
Random orientation replaces $|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2$ by one third of $|\langle f|\mathbf r|i\rangle|^2$. With $g_i$ electrons in orbital $i$,
\begin{equation}
\sigma(\omega)=\frac{4\pi^2\omega}{3c}\sum_i g_i\sum_f
|\langle f|\mathbf r|i\rangle|^2\delta(\varepsilon_f-\varepsilon_i-\omega).
\label{eq:golden}
\end{equation}

To evaluate this without listing continuum states, use $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$ with $x=\varepsilon_i+\omega-\varepsilon_f$. The sum over $f$ becomes a resolvent:
\begin{equation}
\sigma=-\frac{4\pi\omega}{3c}\sum_i g_i\operatorname{Im}
\langle i|\mathbf r\cdot\frac{1}{\varepsilon_i+\omega-H+i0}\,\mathbf r|i\rangle .
\end{equation}
In the calculation, an absorbing layer far from the molecule plays the part of $i0$ and makes the electron wave outgoing.

\section{Why the atom is the natural unit}

The operator $\mathbf r$ does not look local to an atom. Two commutators bring out the locality. For $H=p^2/2+V(\mathbf r)$,
\begin{equation}
[H,\mathbf r]=-i\mathbf p,\qquad [H,\mathbf p]=i\nabla V.
\end{equation}
Between eigenstates with $\varepsilon_f-\varepsilon_i=\omega$, each commutator with $H$ produces a factor $\omega$:
\begin{align}
\omega\langle f|\mathbf r|i\rangle&=-i\langle f|\mathbf p|i\rangle,\\
\omega\langle f|\mathbf p|i\rangle&=i\langle f|\nabla V|i\rangle.
\end{align}
Insert the second line into the first, multiplied by $\omega$:
\begin{equation}
\langle f|\mathbf r|i\rangle=\frac{1}{\omega^2}\langle f|\nabla V|i\rangle .
\label{eq:force}
\end{equation}
A free electron cannot absorb the photon in this approximation, because $\nabla V=0$. The electron needs a force. Outside a neutral spherical atom the electrostatic force of nucleus and electrons cancels by Gauss's law, so the force is confined mainly to the atoms. This suggests writing the total amplitude as a sum of atomic amplitudes. Because bonded atoms overlap, the division is only approximate.

A sum of amplitudes is not yet a sum of cross sections. Consider a simple model with one orbital $\phi_A$ per atom, $\psi_i=\sum_A c_{Ai}\phi_A$. Let the electron leave with wave vector $\mathbf k$, neglect its scattering by neighbouring atoms, and use one $k$ for all orbitals. Atom $A$ at $\mathbf R_A$ contributes $c_{Ai}a_Ae^{-i\mathbf k\cdot\mathbf R_A}$. Squaring and summing over electrons gives
\begin{equation}
\sum_A P_{AA}|a_A|^2+\sum_{A\ne B}P_{AB}\,a_Aa_B^*\,
e^{-i\mathbf k\cdot(\mathbf R_A-\mathbf R_B)},
\label{eq:interference}
\end{equation}
where $P_{AB}=\sum_i g_ic_{Ai}c_{Bi}^*$. The first sum contains atomic terms and the second contains interference between atoms.

If the $a_A$ do not depend on direction, the average over molecular orientation, with $\mu$ the cosine between $\mathbf k$ and the bond of length $R$, is
\begin{equation}
\frac12\int_{-1}^{1}e^{-ikR\mu}\,d\mu
=\frac{e^{ikR}-e^{-ikR}}{2ikR}=\frac{\sin kR}{kR}.
\end{equation}
For $kR\to0$ this factor is one, and the interference term enters with its full weight $P_{AB}$. The cross sections then do not add, unless the terms with $P_{AB}$ vanish or cancel. For $kR\to\infty$ it vanishes.

An electron from the oxygen $2p$ level has $k=2.484$ bohr$^{-1}$ at 13.5 nm, hence a wavelength of 2.53 bohr. With a C--O distance of 2.20 bohr,
\begin{equation}
kR=2.484\times2.20=5.46,\qquad \frac{\sin kR}{kR}\approx-0.13.
\end{equation}
Interference is reduced, not absent. This number gives only the scale of the suppression, not a correction to $\sigma$: emission from $p$ orbitals depends on direction, which can change the factor by two or three in either direction or nearly remove it; slower electrons from deeper levels and the O--O pair have other values of $kR$, and $P_{AB}$ also enters.

The model also shows that high energy alone does not guarantee perfect additivity. When the interference has gone, $P_{AA}$ remains, and it need not equal the free-atom occupation. For two electrons in a bond between equal atoms with overlap $s=\langle\phi_A|\phi_B\rangle$, normalization gives $c_A^2=c_B^2=1/[2(1+s)]$, so
\begin{equation}
P_{AA}=2c_A^2=\frac{1}{1+s},
\end{equation}
which is below one for $s>0$. This does not mean that a bonded atom must absorb less. Bonding can also change the shape of $\phi_A$, and thus $a_A$, and the tail of the neighbour's orbital adds to the wavefunction near the nucleus. These effects can outweigh the smaller $P_{AA}$. Near-additivity therefore has to be checked on a molecule.

\section{A molecule against its atoms}

Carbon dioxide contains carbon, oxygen and real bonds. Its cross section was computed from Eq.~\eqref{eq:golden} at the round C--O distance above and compared with free atoms at the same level: the local-density approximation with exchange only, and independent electrons in a fixed potential. The atoms are spherical and without spin polarization. Screening of the light field by the other electrons, multiplets, vibrations and double ionization are left out. The absolute values are therefore model results, not reference data for resist design.

At 13.5 nm the atomic values are $\sigma_{\mathrm C}=0.564$ Mb and $\sigma_{\mathrm O}=1.786$ Mb, where $1\ \text{Mb}=10^{-18}\ \text{cm}^2$. The atomic prediction is
\begin{equation}
\sigma_{\mathrm C}+2\sigma_{\mathrm O}
=0.564+2(1.786)\approx4.14\ \text{Mb}.
\end{equation}
The molecule gives 3.99 Mb, a ratio of 0.965. Replacing the molecule by its atoms thus changes the result by about 4 percent, although the valence electrons being ejected include those that make the bonds.

Two tests bear on the numerical reliability of this difference. For hydrogen the computed cross section, 0.02524 Mb, agrees with the closed formula, 0.02516 Mb, to 0.3 percent. An oxygen atom moved 2.2 bohr from the centre of the angular expansion should keep its cross section; it gives 1.795 Mb instead of 1.786 Mb, a change of 0.5 percent. The molecular deviation is several times larger than either discrepancy, so it is probably a real feature of the model.

At 40 eV the ratio is 0.940, and at 180 eV it is 0.944. The two numerical tests were made only at 13.5 nm, so the accuracy of these ratios is less certain. The value at 40 eV is also not representative of its neighbourhood: averaged over photon energies within 20 to 30 percent of 40 eV, the ratio in this model is about 1.05, so it varies by more than 10 percent there and the deviation changes sign. The agreement does not improve steadily with energy. Equation~\eqref{eq:interference} allows this, since interference oscillates and the populations $P_{AA}$ persist, but the calculation does not separate these causes or the effect of scattering by neighbours. The supported statement is that the atomic sum is good to about 6 percent of its own value at these three energies, for this molecule and this model. It is not a bound for all energies, and near 40 eV the deviation can be larger.

Carbon dioxide is not an aromatic chromophore. It tests the effect of bonding on EUV absorption; the extension to a ring rests on the same locality argument, not on a calculation of a ring. What a DUV band itself can leave at 92 eV needs a separate estimate.

\section{What remains of a DUV band}

Represent the band by a damped oscillator with frequency $\omega_0$, width $\Gamma$ and oscillator strength $f$. Its polarizability is
\begin{equation}
\beta(\omega)=\frac{f}{\omega_0^2-\omega^2-i\omega\Gamma}.
\end{equation}
A field of amplitude $F$ delivers the mean power $\frac12\omega F^2\operatorname{Im}\beta$. Division by $cF^2/(8\pi)$ gives $\sigma=(4\pi\omega/c)\operatorname{Im}\beta$, or
\begin{equation}
\sigma_{\rm band}=\frac{4\pi f\Gamma}{c}\,
\frac{\omega^2}{(\omega_0^2-\omega^2)^2+\omega^2\Gamma^2}.
\label{eq:band}
\end{equation}

The area under this curve shows what $f$ measures. Divide numerator and denominator by $\omega^2$ and define
\begin{equation}
J=\int_0^\infty\frac{\Gamma\,d\omega}{(\omega-\omega_0^2/\omega)^2+\Gamma^2}.
\end{equation}
The substitution $\omega\to\omega_0^2/\omega$ leaves the denominator unchanged and multiplies $d\omega$ by $\omega_0^2/\omega^2$, once the limits are restored to their usual order. Averaging the two forms and setting $y=\omega-\omega_0^2/\omega$, so that $dy=(1+\omega_0^2/\omega^2)\,d\omega$, gives
\begin{equation}
J=\frac12\int_{-\infty}^{\infty}\frac{\Gamma\,dy}{y^2+\Gamma^2}=\frac{\pi}{2}.
\end{equation}
The area is therefore $(4\pi f/c)(\pi/2)=2\pi^2f/c$, independent of width and position. A narrow band gathers this fixed area into a high peak. At $\omega=\omega_0$ and for $\omega\gg\omega_0,\Gamma$, Eq.~\eqref{eq:band} becomes
\begin{equation}
\sigma_{\rm peak}=\frac{4\pi f}{c\Gamma},\qquad
\sigma_{\rm tail}\approx\frac{4\pi f\Gamma}{c\omega^2},\qquad
\frac{\sigma_{\rm tail}}{\sigma_{\rm peak}}\approx\frac{\Gamma^2}{\omega^2}.
\end{equation}

Take the round values $f=1$ and $\Gamma=0.50$ eV, with the band centred at 193 nm. The peak is 139.8 Mb: in this model, a strong band that matches the photon energy gives a large DUV cross section. At 13.5 nm the estimate is
\begin{equation}
139.8\left(\frac{0.50}{91.84}\right)^2\approx0.0041\ \text{Mb},
\end{equation}
and the full expression gives 0.0042 Mb. The constant damping is an assumption that is not tested this far from the band, so the number is the wing of this model, not a prediction for a real molecule. The atoms of the chromophore still absorb at 13.5 nm through the continuum. To the extent that the atomic sum holds, they do so as carbon, hydrogen and oxygen.

\section{The same atoms in a film}

Consider a model film with atom ratio C:H:O $=4{:}4{:}1$, density 1.20 g/cm$^3$ and thickness 50 nm. The numbers below assume the atomic sum. Carbon dioxide has no C--C or C--H bonds, so the test above does not fix the error of that sum for such a film, and it may exceed 6 percent. In the same model acetylene, which has both kinds of bond, lies about 7 to 8 percent below its atomic sum in an energy average around 92 eV. For hydrogen the exact one-electron value $\sigma_{\mathrm H}=0.0252$ Mb is used; the local-density value, 0.0205 Mb, would lower the sum below by about 0.5 percent. With the exact value, one C$_4$H$_4$O unit has
\begin{equation}
4(0.564)+4(0.0252)+1.786\approx4.14\ \text{Mb}.
\end{equation}
Carbon supplies 54.5 percent, oxygen 43.1 percent and hydrogen 2.4 percent. One model chromophore per unit would add a tail of only 0.1 percent of this sum. At 193 nm the same chromophore has a cross section more than thirty times the whole EUV atomic sum.

The molar mass of the unit is 68.08 g/mol, so Eq.~\eqref{eq:film} gives
\begin{align}
\alpha&=\frac{1.20\times6.022\times10^{23}}{68.08}\,
(4.142\times10^{-18})\ \text{cm}^{-1}\\
&\approx4.40\times10^4\ \text{cm}^{-1}=4.40\ \mu\text{m}^{-1}.
\end{align}
For 50 nm, $\alpha d=0.220$, and the absorbed fraction is $1-e^{-0.220}\approx0.197$, about 20 percent.

Raising the density by ten percent at fixed composition raises $\alpha$ by ten percent, to 4.84 $\mu$m$^{-1}$. Changing the composition is less direct, because added atoms bring mass as well as cross section. Write $\Sigma=\sum_A\nu_A\sigma_A$ and $M=\sum_A\nu_Am_A$. At fixed $\rho$,
\begin{equation}
\frac{\partial}{\partial\nu_A}\frac{\Sigma}{M}
=\frac{\sigma_AM-\Sigma m_A}{M^2},
\end{equation}
which is positive when $\sigma_A/m_A>\Sigma/M$. An element helps if its cross section per mass exceeds the film's average. For oxygen this is $1.786/16.00=0.112$ Mb per g/mol, against $4.142/68.08=0.061$ for the film. Doubling the oxygen content at unchanged density accordingly raises $\alpha$ to about 5.10 $\mu$m$^{-1}$, an increase of 16 percent. For carbon the value is $0.564/12.01=0.047$, so extra carbon at fixed density lowers $\alpha$ in this model. Within the atomic sum, an aromatic ring that makes a film richer in carbon at the expense of oxygen can therefore reduce its EUV absorption, unless the film also becomes dense enough to make up for the loss.

\section{Where the atomic rule weakens}

The effect of a chemical level shift can be given a rough scale. Suppose that $\sigma\propto\omega^{-q}$ locally and that a chemical environment shifts the relevant levels by $\delta$. If the shift acted like a change of photon energy, one would have
\begin{equation}
\left|\frac{\Delta\sigma}{\sigma}\right|\approx q\,\frac{|\delta|}{\omega}.
\end{equation}
The atomic sums for CO$_2$ at 91.84 and 180 eV give the average exponent
\begin{equation}
q\approx\frac{\ln(4.135/0.962)}{\ln(180/91.84)}\approx2.2.
\end{equation}
A shift of 2 eV would then matter at the level of $2.2\times2/92\approx5$ percent. The local exponent at 92 eV is closer to 2.0, which gives about 4 percent. This is a rough scale, not a prediction: a potential that is nearly uniform out to several bohr from the nucleus moves the initial level and the inner part of the outgoing wave together, and then changes the cross section less. In this model a 2 eV shift that extends to 6 bohr changes the sum for CO$_2$ by about 0.1 percent, while one that extends only to 3 bohr changes it by about 2 percent and the carbon value by about 4 percent. At an edge, $\sigma$ changes over an energy width $b$ that can be comparable with $\delta$; if the edge changes $\sigma$ by an amount comparable with $\sigma$ itself, the relative change is then of order $\delta/b$ and need not be small. The computed $1s$ levels of carbon and oxygen, at $-269$ and $-509$ eV, are far beyond the reach of a 92 eV photon. An element with an edge near 92 eV would need its own examination, as would a resonance in which the outgoing electron is held temporarily by the molecule.

The rule concerns the absorption of the photon. It does not say that molecular structure is irrelevant to the chemistry started by the ejected electrons. Two films of equal composition and density can absorb nearly equally and still differ in exposure dose, because the dose also depends on what follows absorption. The numerical output below gives the values behind these comparisons.

\section*{Calculated quantities}
\begin{verbatim}
EUV photon energy at 13.5 nm: 91.84 eV = 3.3751 hartree
DUV photon energy at 193 nm: 6.424 eV
H cross section, grid: 0.02524 Mb
H cross section, closed formula: 0.02516 Mb
C LDA levels 1s, 2s, 2p: -269.2, -12.47, -4.29 eV
O LDA levels 1s, 2s, 2p: -509.0, -22.38, -7.86 eV
O 2p photoelectron: k = 2.484 1/bohr, wavelength = 2.529 bohr
C atom cross section at 13.5 nm: 0.564 Mb
O atom cross section at 13.5 nm: 1.786 Mb
O atom displaced by 2.2 bohr, same quantity: 1.795 Mb
CO2 electron count on the mesh: 22.006
CO2 valence levels from -27.59 to -7.93 eV
Largest level difference, mesh against Gaussian basis: 0.0055 hartree
C-O distance in CO2: 2.20 bohr
At 40.00 eV: CO2 16.331 Mb, C + 2 O 17.376 Mb, ratio 0.940
At 91.84 eV: CO2 3.992 Mb, C + 2 O 4.135 Mb, ratio 0.965
At 180.00 eV: CO2 0.908 Mb, C + 2 O 0.962 Mb, ratio 0.944
Chromophore: oscillator strength 1.0, width 0.50 eV
Chromophore cross section at 193 nm: 139.8 Mb
Chromophore tail at 13.5 nm: 0.00418 Mb
Film thickness: 50 nm
base film, C:H:O = 4:4:1, 1.20 g/cm3: alpha = 4.397 1/um, absorbed = 19.74 %
Base film shares of C, H, O: 54.5, 2.4, 43.1 %
Atomic sum per C4H4O unit at 13.5 nm: 4.142 Mb
Chromophore tail / atomic sum, one per unit: 0.101 %
more oxygen, C:H:O = 4:4:2, 1.20 g/cm3: alpha = 5.095 1/um, absorbed = 22.49 %
denser film, C:H:O = 4:4:1, 1.32 g/cm3: alpha = 4.837 1/um, absorbed = 21.48 %
\end{verbatim}
